\section*{Why LDA lacks a Rydberg series and raises the H- level}

\section{Two numbers to explain}

Place a hydrogen atom at the centre of a hard spherical wall and count the $s$ levels of negative energy in its Kohn--Sham potential. As the wall radius grows from 20 to 40 to 80~\AA, the exact potential gives 5, 7 and 10 levels. The local density approximation (LDA) gives 1, 1 and 1. Add an electron, and the LDA puts the highest occupied orbital (HOMO) of H$^-$ at $+1.36$~eV with a wall at 10~\AA, whereas the exact HOMO energy lies below $-0.73$~eV.

Both failures involve the far part of the exchange-correlation potential, but not in the same way. The missing tail fully accounts for the missing series. The positive anion level also depends on the potential in the attractive well within about 1~\AA\ of the nucleus, a region that holds a little under half of the charge.

Atomic units are used in the algebra. Densities are spherical, potentials vanish at infinity, and the LDA is spin-restricted, with Slater exchange and Perdew--Wang correlation. For nuclear charge $Z$ and $N$ electrons,
\begin{equation}
v_s=-\frac Zr+v_H+v_{xc},\qquad
-\tfrac12u''+\Big[\frac{l(l+1)}{2r^2}+v_s\Big]u=\varepsilon u ,
\label{ks}
\end{equation}
where $u$ is $r$ times the radial orbital.

\section{The electrostatic contribution}

Let $q(r)=4\pi r^2n(r)$ be the radial density, with $\int_0^\infty q\,dr=N$. Charge inside $r$ acts as if it were at the centre, and a shell at $r'>r$ contributes its charge divided by $r'$. Writing the inner charge as $N$ minus the outer charge gives
\begin{align}
v_H(r)&=\frac1r\int_0^r q(r')\,dr'+\int_r^\infty\frac{q(r')}{r'}\,dr'\nonumber\\
&=\frac Nr-\int_r^\infty q(r')\Big(\frac1r-\frac1{r'}\Big)dr' .
\end{align}
Therefore
\begin{equation}
-\frac Zr+v_H=\frac{N-Z}{r}-\int_r^\infty q(r')\Big(\frac1r-\frac1{r'}\Big)dr'.
\label{gauss}
\end{equation}
The integral is as short-ranged as the density. A neutral atom has no electrostatic Coulomb tail, a cation has an attractive one, and H$^-$ has $+1/r$. Any further Coulomb tail must come from $v_{xc}$.

\section{The exchange-correlation tail}

\subsection{What the exact potential supplies}

For hydrogen, the single orbital is $\sqrt n$, so the exact Kohn--Sham equation must be the Schr\"odinger equation itself. Thus $v_s=-1/r$ and $v_{xc}=-v_H$. With $n=e^{-2r}/\pi$,
\begin{equation}
v_{xc}^{\rm exact}=-\frac{1-(1+r)e^{-2r}}r\longrightarrow-\frac1r .
\end{equation}

For H$^-$, let one electron be far away. To leading order the wavefunction is $g(r)\phi_{1s}(r_2)$, because the atom left behind is in its ground state. The distant electron meets a proton and one electron, whose Coulomb tails cancel. With $I$ the ionization energy of H$^-$,
\begin{equation}
-\tfrac12\nabla^2g+w\,g=-I\,g ,
\end{equation}
where $w$ falls faster than $1/r$. Both Kohn--Sham electrons occupy one orbital, proportional to $\sqrt n$, and at large $r$ this is proportional to $g$. Inverting the Kohn--Sham equation gives
\begin{equation}
v_s=\varepsilon+\frac{\nabla^2\sqrt n}{2\sqrt n}\longrightarrow\varepsilon+I+w .
\end{equation}
Since $v_s\to0$, the exact HOMO energy is $-I$. Since $v_s$ has no Coulomb tail while $-1/r+v_H\to+1/r$, the exact $v_{xc}$ must again approach $-1/r$.

\subsection{What the LDA supplies}

The exchange energy density is $-\frac34(3/\pi)^{1/3}n^{4/3}$. Its derivative with respect to $n$ is
\begin{equation}
v_x=-\Big(\frac{3n}{\pi}\Big)^{1/3}.
\end{equation}
At low density the correlation energy per electron becomes $-c/r_s$, with $c>0$ constant and $r_s=(3/4\pi n)^{1/3}$. It is therefore proportional to $n^{1/3}$, and
\begin{equation}
v_c=\frac{d(n\epsilon_c)}{dn}\longrightarrow\frac43\,\epsilon_c\propto-n^{1/3}.
\end{equation}

A bound orbital of negative energy in a potential that vanishes at infinity decays exponentially. Hence $v_{xc}$ decays exponentially too. For a neutral atom all of $v_s$ is then short-ranged, so the outermost orbital obeys $u''\simeq\kappa^2u$ with $\kappa=\sqrt{-2\varepsilon_{\rm HOMO}}$. Thus $n\propto e^{-2\kappa r}/r^2$ and
\begin{equation}
v_{xc}^{\rm LDA}\propto-\,r^{-2/3}e^{-2\kappa r/3}.
\label{decay}
\end{equation}

For hydrogen the LDA level is $-6.353$~eV, so
\begin{equation}
\kappa=\sqrt{\frac{2\times6.353}{27.2114}}=0.683\ \text{bohr}^{-1}.
\end{equation}
This gives $2\kappa/3=0.861$~\AA$^{-1}$. Between 8 and 10~\AA, after removal of the factor $r^{-2/3}$, the exchange potential decays at 0.861~\AA$^{-1}$ and the full $v_{xc}$ at 0.852~\AA$^{-1}$. As exchange follows the law closely, the one-percent difference comes from correlation, which has not yet reached its low-density form.

At 5~\AA\ the LDA gives $v_{xc}=-0.14$~eV and the exact potential $-2.88$~eV. The LDA supplies about 5\% of the attraction there, and the fraction falls further out.

\section{Why the neutral atom has no series}

\subsection{Levels counted by nodes}

Let $\phi(r;\varepsilon)$ be the solution of \eqref{ks} that starts as $r^{l+1}$ at the origin, and write a subscript $\varepsilon$ for the energy derivative. Differentiating the equation gives
\begin{equation}
(\phi\phi_\varepsilon'-\phi'\phi_\varepsilon)'
=\phi\phi_\varepsilon''-\phi''\phi_\varepsilon=-2\phi^2 .
\end{equation}
Integrate from 0 to a node $a$. The lower limit contributes nothing and $\phi(a)=0$, so $\phi'(a)\phi_\varepsilon(a)=2\int_0^a\phi^2dr$. Since $\phi(a(\varepsilon);\varepsilon)=0$ at all energies,
\begin{equation}
\frac{da}{d\varepsilon}=-\frac{\phi_\varepsilon(a)}{\phi'(a)}
=-\frac{2\int_0^a\phi^2dr}{[\phi'(a)]^2}<0 .
\end{equation}
Nodes move inward as the energy rises. At very negative energy there are none. Each time a node crosses a wall at $R$, that energy is an eigenvalue. The number of negative levels therefore equals the number of nodes of the zero-energy solution inside $R$. Letting $R\to\infty$ counts the bound levels of the free atom.

\subsection{A finite bound for the LDA}

Let $v^-=\max(-v_s,0)$, and let $a<b$ be adjacent nodes of the zero-energy solution, with $a=0$ allowed. Choose the sign so that $\phi>0$ between them. Then
\begin{equation}
-\phi''+\frac{l(l+1)}{r^2}\phi=-2v_s\phi\le2v^-\phi .
\end{equation}
Let $G$ be the Green function of the operator on the left that vanishes at $a$ and $b$. On the whole half-line the corresponding function is
\begin{equation}
G_\infty(r,r')=\frac{r_<^{\,l+1}r_>^{-l}}{2l+1},
\end{equation}
where $r_<$ and $r_>$ are the smaller and larger of $r,r'$. The denominator makes the slope jump by $-1$ at $r=r'$.

The difference $h=G_\infty-G$ obeys $h''=l(l+1)h/r^2$ and is non-negative at both ends. It cannot have a negative minimum for $l>0$, since $h''$ would be negative there; for $l=0$ it is a straight line. Thus $0\le G\le G_\infty$, with strict inequality $G<G_\infty$ inside the interval.

Let $\phi$ have its maximum at $m$. If $r'<m$, then $r'^{\,l+1}m^{-l}\le r'$; if $r'>m$, then $m^{l+1}r'^{-l}\le r'$. In both cases $G_\infty(m,r')\le r'/(2l+1)$, so
\begin{equation}
\phi(m)\le\int_a^bG(m,r')\,2v^-\phi\,dr'
<\frac{\phi(m)}{2l+1}\int_a^b2r'v^-dr' .
\end{equation}
Divide by $\phi(m)$. Each interval ending at a node needs more than one unit of the integral. Adding the $n_l$ intervals gives the Bargmann bound, for $n_l>0$,
\begin{equation}
n_l<\frac{B}{2l+1},\qquad B=2\int_0^\infty r\,v^-(r)\,dr .
\label{barg}
\end{equation}
Near the nucleus $rv^-$ is finite, and far away it decays exponentially. The LDA integral therefore converges for every neutral atom described here. The number of levels is finite for each $l$, and zero once $2l+1\ge B$. There can be no Rydberg series.

For hydrogen $B=6.42$. This permits at most 6 levels for $l=0$, 2 for $l=1$, 1 for $l=2$ and none above. The calculation finds 1 $s$ level and none for $l=1$ to 4. The bound proves finiteness; it does not estimate the count. Within the 80~\AA\ wall the LDA shows no empty bound level at all, which is more than the general argument requires; a level so weakly bound that its zero-energy node lies beyond the wall is not excluded by this count.

\subsection{The Coulomb tail restored}

For $v_s=-1/r$ and $l=0$, the zero-energy equation is $u''=-2u/r$. Put $s=\sqrt{8r}$, so that $ds/dr=4/s$, and try $u=\sqrt r\,J_1(s)=sJ_1(s)/\sqrt8$. Using $(sJ_1)'=sJ_0$ and $J_0'=-J_1$,
\begin{align}
u'&=\frac4s\,\frac{sJ_0}{\sqrt8}=\sqrt2\,J_0,\nonumber\\
u''&=-\frac{4\sqrt2}{s}J_1
=-\frac{16}{s\sqrt8}J_1=-\frac{2u}{r}.
\end{align}
The last equality uses $r=s^2/8$. The nodes never end, and their spacing in $s$ tends to $\pi$, so the count grows roughly as $\sqrt{8R}/\pi$. The program checks the levels found by diagonalization against the zeros of $J_1$.

Exponential decay of $v_{xc}$ does not by itself remove a series; neutrality is needed too. With half an electron around the proton, \eqref{gauss} leaves $-0.5/r$, and the LDA gives 4, 5 and 8 $s$ levels for the three walls. An LDA cation keeps a series governed by its net charge $Z-N$.

\section{Why the anion level is positive}

\subsection{The barrier}

For H$^-$ the electrostatic tail is $+1/r$, and the LDA $v_{xc}$ cancels only part of it. At 8~\AA, with the wall at 12~\AA, the product $r(v_H-1/r)$ is 0.998. The electrostatic repulsion there is
\begin{equation}
0.998\times\frac{27.2114\times0.52918}{8}=1.80\ \text{eV}.
\end{equation}

In the same calculation $v_{xc}$ is $-0.545$~eV at 8~\AA. Added to the repulsion, 1.797~eV to three decimals, this leaves $v_s=1.25$~eV.

With the wall at 10~\AA, $v_s$ turns positive near 1~\AA\ (the crossing is at 1.00~\AA; the first grid point with $v_s>0$, used below as the dividing radius, is at 1.06~\AA) and peaks at 2.46~eV near 2.2~\AA. The HOMO, at 1.36~eV, lies below the peak. About half of the charge is outside 1.06~\AA, so the barrier covers much of the orbital.

A barrier does not, however, fix the sign of the level. A deep enough well can hold a negative level behind a repulsive tail. The contributions have to be separated.

\subsection{Outer and inner errors weighed}

Two electrons in one orbital have exchange energy $-E_H/2$, where $E_H$ is the Hartree energy. The self-repulsion of each electron is cancelled and the repulsion between them is kept. Its derivative is the exact exchange potential $-v_H/2$. Substitution gives
\begin{equation}
v_s=-\frac1r+v_H-\frac{v_H}2=-\frac1r+\frac{v_H}2\le0,
\end{equation}
because \eqref{gauss} implies $v_H\le2/r$. This replacement removes the barrier.

Freeze the LDA density found with the wall at 10~\AA, and make the replacement outside 1.06~\AA, inside it, or everywhere. The changeover is a logistic step of scale 0.1~\AA, which rises from 10\% to 90\% over $0.1\times2\ln9=0.44$~\AA. The lowest level becomes:
\begin{center}
\begin{tabular}{lrr}
replacement & level (eV) & shift (eV)\\
none & $1.36$ & \\
outside & $-0.44$ & $-1.79$\\
inside & $-0.31$ & $-1.67$\\
everywhere & $-1.67$ & $-3.02$
\end{tabular}
\end{center}

Repairing the outer region is enough to make the level negative. So is repairing the inner region, with the barrier left in place. With the division placed at 1.06~\AA, the positive level thus needs both errors: a repulsive exterior and an LDA well too shallow to overcome it. Most of the inner shift comes from the outer half of the well, between about 0.5 and 1~\AA, and little from the region close to the nucleus.

The separate shifts add to $-3.46$~eV, not $-3.02$~eV, because the orbital changes after each repair. The outer repair is worth 1.79~eV if made first and $1.67-0.31=1.36$~eV if made second. The inner repair is worth 1.67 and $1.67-0.44=1.23$~eV. Averaged over the two orders, the outer part accounts for about 1.6~eV and the inner part for about 1.4~eV.

This weighing has limits. The outer region starts at 1.06~\AA, where the density is not yet small, so its share is not due to the asymptotic tail alone. The shares depend on the dividing radius. A division at 1.00~\AA\ gives $-0.50$~eV for the outer repair and $-0.20$~eV for the inner one, and a replacement made only beyond the barrier top at 2.2~\AA\ lowers the level but leaves it positive. Correlation is absent from the replacement, and the density is frozen. Self-consistent Hartree--Fock gives $-1.26$~eV.

\subsection{The sign in the exact theory}

A full configuration-interaction calculation in the aug-cc-pVQZ basis gives $-14.344$~eV for H$^-$; the value is not converged to these digits and falls to $-14.352$~eV in aug-cc-pV5Z. This is a variational upper bound to the exact energy. Neutral hydrogen has energy $-13.606$~eV, so
\begin{equation}
\varepsilon_{\rm HOMO}^{\rm exact}=-I\le-14.344+13.606=-0.738\ \text{eV}.
\end{equation}
The exact HOMO is negative, and the positive sign is an error of the LDA.

\section{What happens without a wall}

The positive eigenvalue depends on how the electrons are confined. For walls at 6, 8, 10 and 12~\AA\ it is 1.77, 1.49, 1.36 and 1.27~eV; the aug-cc-pVQZ Gaussian basis gives 1.605~eV, and the aug-cc-pVTZ and aug-cc-pV5Z bases give 1.64 and 1.54~eV. The value is still falling at the largest wall and is no unique LDA constant. At positive energy an orbital oscillates once it is far enough out for $v_s$ to drop below $\varepsilon$, so it is not a bound state of unlimited space.

To see where the charge goes, let $N$ vary with $n=N|\varphi|^2$ and
\begin{equation}
E(N)=N\langle\varphi|-\tfrac12\nabla^2-\tfrac1r|\varphi\rangle+E_H[n]+E_{xc}[n].
\end{equation}
A change of the normalized orbital contributes $2N\varepsilon\langle\delta\varphi|\varphi\rangle=0$ for real orbitals. The explicit dependence on $N$ remains:
\begin{equation}
\frac{dE}{dN}=\langle\varphi|-\tfrac12\nabla^2-\tfrac1r+v_H+v_{xc}|\varphi\rangle=\varepsilon .
\end{equation}
This is Janak's relation. At $N=1.5$ the two sides, computed separately, are both $-1.537$~eV.

With the wall at 12~\AA, the eigenvalue reaches zero at $N_c=1.72$, and $E(2)-E(N_c)=0.21$~eV. The lower energy can be approached with two electrons in one orbital,
\begin{equation}
\varphi=\sqrt{\tfrac{N_c}2}\,\varphi_{\rm in}+\sqrt{1-\tfrac{N_c}2}\,\varphi_{\rm out},
\end{equation}
where $\varphi_{\rm out}$ is remote and spread over a length $L$. When the two parts do not overlap, the density has no cross term. The remote part costs kinetic energy of order $1/L^2$; its electrostatic and exchange-correlation energies are of order $1/L$. As $L\to\infty$ the total tends to $E(N_c)$. The localized two-electron solution is therefore not the LDA ground state in unlimited space. The same construction lowers the energy whenever the localized part has $\varepsilon=dE/dN>0$, so $N_c$ is the most charge the atom can keep, and at least 0.28 electron leaves. $E(N_c)$ is only an upper bound to the lowest energy: if the remote charge $q$ is centred so far from the ion that their mutual repulsion is negligible, its Hartree term scales as $q^2/L$ and its exchange term as $-q^{4/3}/L$, so a small $q$ can gain energy at finite $L$. For a single Gaussian cloud, with correlation included in its energy, the minimum has about 0.02 electron more off the ion; with exchange alone it has none. Dividing the remote charge among two or three well-separated clouds lowers the energy further and raises the figure to about 0.04.

A charge $N_c$ stays localized even at zero eigenvalue. With $p=N_c-1$, the far equation is $u''=2pu/r$, whose decaying solution behaves, to leading exponential order, as
\begin{equation}
u\sim\exp\Big(-\int^r\sqrt{\frac{2p}{r'}}\,dr'\Big)\sim e^{-\sqrt{8pr}} .
\end{equation}
The repulsive tail that helps to raise the two-electron level thus also makes the orbital decay at zero energy. Moving the wall to 16~\AA\ at this $N_c$ leaves the eigenvalue within 0.03~eV of zero, as the numerical check asserts.

\section*{Calculated quantities}
\begin{verbatim}
hartree = 27.2114 eV, bohr = 0.52918 angstrom
Neutral H
1s energy, LDA: -6.353 eV
1s energy, exact potential: -13.606 eV
predicted decay rate 2*kappa/3: 0.8608 1/angstrom
fitted decay rate, exchange: 0.8607 1/angstrom
fitted decay rate, full vxc: 0.8520 1/angstrom
vxc at 5 angstrom, LDA: -0.1405 eV
vxc at 5 angstrom, exact: -2.8799 eV
Bargmann integral 2*int r v- dr: 6.424 (no unit)
bound s levels, wall 20 angstrom: exact 5, LDA 1, LDA ion with N=0.5 4
bound s levels, wall 40 angstrom: exact 7, LDA 1, LDA ion with N=0.5 5
bound s levels, wall 80 angstrom: exact 10, LDA 1, LDA ion with N=0.5 8
LDA bound levels for l=0..4, wall 80 angstrom: [1, 0, 0, 0, 0]
nodes of LDA zero-energy s solution: 1
H- in LDA
HOMO energy, wall 6 angstrom: 1.770 eV
HOMO energy, wall 8 angstrom: 1.491 eV
HOMO energy, wall 10 angstrom: 1.359 eV
HOMO energy, wall 12 angstrom: 1.265 eV
HOMO energy, Gaussian basis: 1.605 eV
barrier top (wall 10): 2.457 eV
barrier top radius: 2.23 angstrom
radius where vs turns positive: 1.06 angstrom
fraction of charge outside that radius: 0.525
r*(vH-1/r) at 8 angstrom (wall 12): 0.998 a.u.
Frozen LDA density, exact exchange potential put in (wall 10)
HOMO energy, corrected outside only: -0.435 eV
HOMO energy, corrected inside only: -0.306 eV
HOMO energy, corrected everywhere: -1.665 eV
H- references
Hartree-Fock HOMO energy, radial: -1.258 eV
full CI total energy: -14.344 eV
upper bound to exact HOMO energy: -0.738 eV
Fractional electron number in LDA (wall 12)
dE/dN at N=1.5: -1.5372 eV; HOMO energy: -1.5371 eV
N_c with zero HOMO energy: 1.7154 electrons
E(2) - E(N_c): 0.2061 eV
\end{verbatim}
